# Third-Order Energy from First-Order Wavefunctions, with Self-Consistent Screening, part 1

(Sections cited here and not found follow in the second part.)

## First half: the variational argument

An electronic system is disturbed by a perturbation of strength $\lambda$, for instance a static electric field. Its energy is the stationary value of a function $F(x,\lambda)$ over real coordinates $x=(x^1,\dots,x^M)$ that describe the wavefunction:

$$E(\lambda)=F(x(\lambda),\lambda),\qquad F_x(x(\lambda),\lambda)=0 .$$

Subscripts on $F$ denote partial derivatives. Square brackets show the vectors with which a derivative is contracted, so that $F_{xx}[u,v]=\sum_{mn}F_{x^mx^n}u^mv^n$. Where no argument is written, derivatives are taken at the unperturbed point $(x_0,0)$.

Three assumptions are made. The coordinates are finite in number and free of constraints. The function $F$ is four times continuously differentiable near $(x_0,0)$. The Hessian $F_{xx}(x_0,0)$ is invertible, which is the meaning of "nondegenerate" here. The stationary point need not be a minimum.

The expansions are

$$x(\lambda)=x_0+\lambda x_1+\lambda^2x_2+\lambda^3x_3+\dots,\qquad E(\lambda)=E_0+\lambda E_1+\lambda^2E_2+\lambda^3E_3+\dots$$

The $E_k$ are Taylor coefficients. The third derivative of the energy is therefore $6E_3$.

### (a) Show that the stationary point moves smoothly with $\lambda$, and find the equation for $x_1$.

**Solution.** The stationary point solves the $M$ equations $F_x(x,\lambda)=0$. Their matrix of derivatives with respect to $x$ is $F_{xx}$, which is invertible at $(x_0,0)$. The implicit function theorem then gives one solution $x(\lambda)$ near $x_0$ for small $\lambda$. Since $F_x$ is three times continuously differentiable, so is $x(\lambda)$, and the coefficients up to $x_3$ exist.

Differentiating $F_x(x(\lambda),\lambda)=0$ once and setting $\lambda=0$ gives

$$F_{xx}x_1+F_{x\lambda}=0,\qquad x_1=-F_{xx}^{-1}F_{x\lambda}. \tag{1}$$

The Hessian is the stiffness of the electronic state, and $-F_{x\lambda}$ is the force that the perturbation exerts on it.

The energy is smoother than this argument at first suggests. By the chain rule,

$$\frac{dE}{d\lambda}=F_x\cdot\frac{dx}{d\lambda}+F_\lambda=F_\lambda(x(\lambda),\lambda), \tag{2}$$

because $F_x$ vanishes at the stationary point. The right side is three times continuously differentiable, so $E$ is four times continuously differentiable. An expansion of $E$ through $\lambda^3$ therefore has a remainder of order $\lambda^4$.

### (b) Suppose that only $x_0$ and $x_1$ are known. By how much does $F(x_0+\lambda x_1,\lambda)$ differ from $E(\lambda)$?

**Solution.** Let $d$ be the part of the displacement that the trial point leaves out:

$$d(\lambda)=x(\lambda)-x_0-\lambda x_1=\lambda^2x_2+O(\lambda^3).$$

The trial point is $x(\lambda)-d$. We expand $F$ about the true stationary point $x(\lambda)$, not about $x_0$:

$$F(x(\lambda)-d,\lambda)=F(x(\lambda),\lambda)-F_x(x(\lambda),\lambda)\cdot d+\tfrac12F_{xx}(x(\lambda),\lambda)[d,d]+O(|d|^3).$$

The first term on the right is $E(\lambda)$. The second vanishes by stationarity at this same $\lambda$. In the third, $d$ is of order $\lambda^2$, and replacing the Hessian by its unperturbed value costs one further power of $\lambda$. Since $|d|^3=O(\lambda^6)$,

$$F(x_0+\lambda x_1,\lambda)-E(\lambda)=\tfrac12\lambda^4F_{xx}[x_2,x_2]+O(\lambda^5). \tag{3}$$

The difference begins at fourth order. Thus $F(x_0+\lambda x_1,\lambda)$ and $E(\lambda)$ have the same coefficients $E_0,E_1,E_2,E_3$, and $x_0$ and $x_1$ suffice to find them. This is the $2n+1$ theorem for $n=1$.

If $x_0$ is a minimum, the Hessian is positive definite and the leading error in (3) cannot be negative. At a saddle point its sign is open, but its order is the same.

The argument also shows where the number $2n+1$ comes from. If $x$ is known through order $n$, then $d=O(\lambda^{n+1})$, and the energy error is $O(\lambda^{2n+2})$, provided that $F$ is smooth enough for the expansions. The energy coefficients through order $2n+1$ are then fixed.

### (c) Write $E_3$ in terms of the derivatives of $F$, and follow what happens to $x_2$ and $x_3$.

**Solution.** Put $u=\lambda x_1+\lambda^2x_2+\lambda^3x_3$ and expand $F(x_0+u,\lambda)$ in both arguments. The terms that can contribute at order $\lambda^3$ are

$$F_x[u]+\tfrac12F_{xx}[u,u]+\tfrac16F_{xxx}[u,u,u]+\lambda F_{x\lambda}[u]+\tfrac{\lambda}{2}F_{xx\lambda}[u,u]+\tfrac{\lambda^2}{2}F_{x\lambda\lambda}[u]+\tfrac{\lambda^3}{6}F_{\lambda\lambda\lambda}.$$

Their coefficients of $\lambda^3$ are, in the same order,

$$F_x[x_3],\quad F_{xx}[x_1,x_2],\quad \tfrac16F_{xxx}[x_1,x_1,x_1],\quad F_{x\lambda}[x_2],\quad \tfrac12F_{xx\lambda}[x_1,x_1],\quad \tfrac12F_{x\lambda\lambda}[x_1],\quad \tfrac16F_{\lambda\lambda\lambda}.$$

In the second entry the factor $\tfrac12$ is cancelled by the two equal cross terms $[x_1,x_2]$ and $[x_2,x_1]$.

The first entry vanishes because $F_x=0$ at $x_0$, which removes $x_3$. The two entries with $x_2$ add up to

$$F_{xx}[x_1,x_2]+F_{x\lambda}[x_2]=(F_{xx}x_1+F_{x\lambda})\cdot x_2=0$$

by (1). What remains is

$$E_3=\tfrac16\Big(F_{xxx}[x_1,x_1,x_1]+3F_{xx\lambda}[x_1,x_1]+3F_{x\lambda\lambda}[x_1]+F_{\lambda\lambda\lambda}\Big). \tag{4}$$

The same count at second order gives $E_2=\tfrac12F_{xx}[x_1,x_1]+F_{x\lambda}[x_1]+\tfrac12F_{\lambda\lambda}$. By (1), $F_{xx}[x_1,x_1]=-F_{x\lambda}[x_1]$, so

$$E_2=\tfrac12F_{x\lambda}[x_1]+\tfrac12F_{\lambda\lambda}. \tag{5}$$

### (d) The energy derivative (2) can also be expanded. Does that road need $x_2$, and does it agree with (4)?

**Solution.** The coefficient of $\lambda^2$ in $dE/d\lambda$ is $3E_3$. Expanding $F_\lambda(x_0+u,\lambda)$ to this order gives

$$3E_3=F_{x\lambda}[x_2]+\tfrac12F_{xx\lambda}[x_1,x_1]+F_{x\lambda\lambda}[x_1]+\tfrac12F_{\lambda\lambda\lambda}. \tag{6}$$

Here $x_2$ does appear. If the perturbation is a field, $-dE/d\lambda$ is the dipole moment, and finding its second-order part directly calls for the second-order state.

The coordinate $x_2$ can be removed. The stationary condition $F_x(x(\lambda),\lambda)=0$ has at order $\lambda^2$ the coefficient

$$F_{xx}x_2+\tfrac12F_{xxx}[x_1,x_1,\cdot]+F_{xx\lambda}[x_1,\cdot]+\tfrac12F_{x\lambda\lambda}=0,$$

where the dot marks the free index. We contract this with $x_1$. The Hessian is symmetric, so (1) gives $F_{xx}[x_1,x_2]=-F_{x\lambda}[x_2]$, and therefore

$$F_{x\lambda}[x_2]=\tfrac12F_{xxx}[x_1,x_1,x_1]+F_{xx\lambda}[x_1,x_1]+\tfrac12F_{x\lambda\lambda}[x_1].$$

Inserting this in (6) gives

$$3E_3=\tfrac12F_{xxx}[x_1,x_1,x_1]+\tfrac32F_{xx\lambda}[x_1,x_1]+\tfrac32F_{x\lambda\lambda}[x_1]+\tfrac12F_{\lambda\lambda\lambda}.$$

Division by 3 reproduces (4). The symmetry of the Hessian lets one linear problem, the one for $x_1$, do the work of two.

### (e) Apply (4) to a function of two coordinates, then examine a case with a singular Hessian.

For the first task take coordinates $(x,y)$ and

$$F=\cosh x+y^2+\tfrac12xy+\tfrac13x^3+\tfrac14xy^2+\lambda\sin(x+2y)+\lambda xy+\lambda^2\left(x-\tfrac13y\right)+\tfrac15\lambda^3 .$$

For the second take one coordinate and $F=\tfrac14x^4-\lambda x$.

**Solution.** At $\lambda=0$ the origin is stationary. There $F_{xx}=1$, $F_{yy}=2$, $F_{xy}=\tfrac12$, $F_{x\lambda}=1$ and $F_{y\lambda}=2$. The determinant of the Hessian is $2-\tfrac14=\tfrac74$, so

$$\begin{pmatrix}x_1\\y_1\end{pmatrix}=-\frac47\begin{pmatrix}2&-\tfrac12\\-\tfrac12&1\end{pmatrix}\begin{pmatrix}1\\2\end{pmatrix}=-\frac47\begin{pmatrix}1\\ \tfrac32\end{pmatrix}=\begin{pmatrix}-\tfrac47\\-\tfrac67\end{pmatrix}.$$

The cubic coefficient of $F$ along the line $(\lambda x_1,\lambda y_1)$ can be read off term by term. The hyperbolic cosine is even and gives nothing. The sine of a quantity linear in $\lambda$ has no quadratic part, so $\lambda\sin(x+2y)$ gives nothing at order $\lambda^3$. Hence

$$E_3=\tfrac13x_1^3+\tfrac14x_1y_1^2+x_1y_1+\left(x_1-\tfrac13y_1\right)+\tfrac15 .$$

The terms are $-0.06220$, $-0.10496$, $0.48980$, $-0.28571$ and $0.20000$, with sum $0.23693$. As a test, the stationary point was found numerically at $\lambda=\pm0.005,\pm0.010,\pm0.015$, and the cubic coefficient was extracted from the energies alone. It is $0.236929$, equal to the value from (4) in all printed digits.

In the second case $F_{xx}=3x^2$ vanishes at $x_0=0$, and (1) has no solution. The stationary condition $x^3=\lambda$ gives $x=\lambda^{1/3}$ and

$$E=\tfrac14\lambda^{4/3}-\lambda^{4/3}=-\tfrac34\lambda^{4/3}.$$

This energy has no Taylor series through third order. Numerical minimization at $\lambda=10^{-3}$ and $10^{-2}$ gives the power $1.3333$. The state is too soft for its displacement to be proportional to a small force, and the failure begins with the existence of $x_1$.

### (f) Find $E_3$ for a nondegenerate eigenstate of $H(\lambda)=H_0+\lambda H_1+\lambda^2H_2+\lambda^3H_3$.

All operators are Hermitian matrices in a finite basis, with $H_0|k\rangle=E^{(k)}|k\rangle$. The state of interest is $|0\rangle$, and its unperturbed energy $E_0=E^{(0)}$ differs from all other $E^{(k)}$.

**Solution.** Normalization is a constraint, whereas the theorem needs free coordinates. The Rayleigh quotient removes the constraint:

$$F=\frac{\langle\psi|H(\lambda)|\psi\rangle}{\langle\psi|\psi\rangle},\qquad |\psi\rangle=|0\rangle+\sum_{k\neq0}c_k|k\rangle .$$

The coordinates are the real and imaginary parts of the $c_k$. At $\lambda=0$ the quotient is $E_0+\sum_k(E^{(k)}-E_0)|c_k|^2$ through second order in $c$. The Hessian is therefore diagonal, with entries $2(E^{(k)}-E_0)$, and it is invertible when the level is nondegenerate.

Let the first-order state be $|1\rangle=\sum_{k\neq0}c_k^{(1)}|k\rangle$, so that $\langle0|1\rangle=0$. We insert $|0\rangle+\lambda|1\rangle$. The coefficients of the numerator are

$$\begin{aligned}
a_1&=\langle0|H_1|0\rangle,\\
a_2&=\langle1|H_0|1\rangle+2\,\mathrm{Re}\langle1|H_1|0\rangle+\langle0|H_2|0\rangle,\\
a_3&=\langle1|H_1|1\rangle+2\,\mathrm{Re}\langle1|H_2|0\rangle+\langle0|H_3|0\rangle .
\end{aligned}$$

In $a_1$ the cross term $2\,\mathrm{Re}\langle1|H_0|0\rangle=2E_0\,\mathrm{Re}\langle1|0\rangle$ has vanished; it is the only cross term with $H_0$. The denominator is $1+\lambda^2\langle1|1\rangle$, whose inverse is $1-\lambda^2\langle1|1\rangle+O(\lambda^4)$. Hence $E_1=a_1$, $E_2=a_2-E_0\langle1|1\rangle$ and $E_3=a_3-E_1\langle1|1\rangle$, or

$$E_3=\langle1|H_1-E_1|1\rangle+2\,\mathrm{Re}\langle1|H_2|0\rangle+\langle0|H_3|0\rangle. \tag{7}$$

The term with $E_1$ comes from the norm of the trial state. Without the denominator it would be lost.

Making $E_2$ stationary with respect to $c_k^*$ gives $(E^{(k)}-E_0)c_k+\langle k|H_1|0\rangle=0$, so

$$|1\rangle=-\sum_{k\neq0}|k\rangle\frac{\langle k|H_1|0\rangle}{E^{(k)}-E_0}.$$

When $H_2=H_3=0$, the third-order energy compares the perturbation in the admixed state with its mean value in the unperturbed state.

A two-level system shows this plainly. Let the levels be $0$ and $\Delta$, and let $H_1$ have diagonal elements $a$ and $c$ and off-diagonal element $b$. The first-order amplitude has modulus $|b|/\Delta$, and (7) gives $E_3=|b|^2(c-a)/\Delta^2$. For comparison, write the eigenvalue as $\lambda a+\epsilon$. The secular equation becomes

$$\epsilon=-\frac{\lambda^2|b|^2}{\Delta+\lambda(c-a)-\epsilon}=-\frac{\lambda^2|b|^2}{\Delta}+\frac{\lambda^3|b|^2(c-a)}{\Delta^2}+O(\lambda^4),$$

because $\epsilon$ in the denominator is itself of order $\lambda^2$. The cubic terms agree.

Formula (7) was also tested on six levels at $0$, $1$, $1.7$, $2.9$, $3.3$ and $4.1$, with $H_1,H_2,H_3$ random complex Hermitian matrices whose elements have moduli of order $0.3$. It gives $-0.03570345$. The cubic coefficient of the eigenvalue, found from a contour integral around $|\lambda|=0.04$, has the same value to these digits.

## Second half: self-consistent electrons and a water molecule

From the first half we take the following. The energy $E(\lambda)=\sum_k\lambda^kE_k$ is the stationary value of $F(x,\lambda)$ over free coordinates $x$, with an invertible Hessian $F_{xx}$ at $\lambda=0$. The first-order coordinates obey $F_{xx}x_1=-F_{x\lambda}$. The energy at $x_0+\lambda x_1$ has an error of order $\lambda^4$, so it gives $E_3$.

We now treat a closed-shell molecule in Hartree-Fock theory, in a finite real basis and in atomic units. Each of the real orthonormal orbitals $\varphi_i$ holds two electrons. Indices $i,j$ denote occupied orbitals and $a,b$ empty ones; $\varepsilon_i$ and $\varepsilon_a$ are their unperturbed energies. The matrix $P$ projects on the occupied space, and

$$E=2\,\mathrm{Tr}(hP)+\mathrm{Tr}[P\,G(P)]+\text{nuclear terms},\qquad G(P)_{pq}=\sum_{rs}\big[2(pq|rs)-(pr|qs)\big]P_{rs}. \tag{8}$$

Here $h=h_0+\lambda V$, and $(pq|rs)$ is the Coulomb repulsion between the products $\varphi_p\varphi_q$ and $\varphi_r\varphi_s$. The first part of $G$ is the Coulomb field, the second is exchange. The nuclear terms do not depend on the orbitals.

### (g) Describe the occupied space by free coordinates and expand $P$ through third order.

**Solution.** Let the occupied orbitals become $\varphi_i+\sum_a x_{ai}\varphi_a$. Mixing the occupied orbitals among themselves would not alter $P$, so no coordinates are spent on it. The new orbitals are the columns of $B=\begin{pmatrix}1\\x\end{pmatrix}$, with the occupied block written first. They are not orthonormal; their overlap is $B^TB=1+x^Tx$. The projector on their span is

$$P=B(B^TB)^{-1}B^T=\begin{pmatrix}1\\x\end{pmatrix}(1+x^Tx)^{-1}\begin{pmatrix}1&x^T\end{pmatrix}.$$

It satisfies $P^2=P$ for every real matrix $x$, so the $x_{ai}$ are free of constraints. Put $x=\lambda X$, where $X$ is the first-order matrix. With $(1+x^Tx)^{-1}=1-x^Tx+O(x^4)$,

$$P_1=\begin{pmatrix}0&X^T\\X&0\end{pmatrix},\quad
P_2=\begin{pmatrix}-X^TX&0\\0&XX^T\end{pmatrix},\quad
P_3=\begin{pmatrix}0&-X^TXX^T\\-XX^TX&0\end{pmatrix}. \tag{9}$$

$P_2$ moves occupation from the occupied to the empty orbitals. Its trace is zero, since $\mathrm{Tr}(XX^T)=\mathrm{Tr}(X^TX)$, and the number of electrons is kept.

### (h) Find the equation for $X$ and the second-order energy.

This part has shown that the first-order coordinates fix the energy through third order, and has described the Hartree-Fock occupied space by free coordinates. The equation for $X$ and the second-order energy asked for in (h), the third-order energy, and the application to a water molecule remain.

Numerical values quoted here were computed with a short program.
